\section*{When does a 50 meV mode approach classical multiphonon behaviour?}

\section*{Problem}

A defect in the oxide of a high-$k$ gate stack captures or emits a charge. The surrounding atoms then have a new equilibrium position, and the energy mismatch of the electronic transition is taken up by vibrational quanta. Such multiphonon transitions are one mechanism of bias instability: the trapped charge shifts the threshold voltage of the transistor. Their temperature dependence can be estimated with classical atomic motion, provided that the vibrations are hot enough. Consider one vibrational mode with quantum $\hbar\omega=50$ meV.

\begin{enumerate}
\item[(a)] At what temperature does the classical thermal energy of the mode equal its zero-point energy, and in what sense is this a crossover?
\item[(b)] How far is the width of the multiphonon band from its classical value at that temperature?
\item[(c)] For a Huang--Rhys factor $S=10$ and level potential minima, how far is the transition rate from its classical value there, and how does the agreement change on heating and cooling?
\end{enumerate}

The mode is harmonic and in thermal equilibrium before the transition. The change of charge displaces its equilibrium position but leaves its frequency unchanged. The electronic coupling is weak and does not depend on the atomic coordinate. The parameters are round model values and describe no particular oxide. Energies are in meV and temperatures in K; $k$ is Boltzmann's constant.

\section*{Solution}

\subsection*{(a) The crossover temperature}

The levels are $E_n=(n+\tfrac12)\hbar\omega$, with $n=0,1,2,\ldots$. With $\beta=1/(kT)$, the partition function is a geometric series:
\begin{align}
Z&=\sum_{n=0}^{\infty}e^{-\beta(n+1/2)\hbar\omega}
=\frac{e^{-\beta\hbar\omega/2}}{1-e^{-\beta\hbar\omega}}\nonumber\\
&=\frac{1}{e^{\beta\hbar\omega/2}-e^{-\beta\hbar\omega/2}}
=\frac{1}{2\sinh(\beta\hbar\omega/2)} .
\end{align}
Differentiating $\ln Z$ with respect to $-\beta$ brings down the energy of each level, weighted by its probability. The mean energy is therefore
\begin{equation}
U=-\frac{d\ln Z}{d\beta}=\frac{\hbar\omega}{2}\coth x,
\qquad x=\frac{\hbar\omega}{2kT}. \label{U}
\end{equation}
When the mode is cold, $x$ is large, $\coth x\to1$ and $U\to\hbar\omega/2$, the zero-point energy. When it is hot, $x$ is small, $\coth x\to1/x$ and $U\to kT$, the classical value. The two limits are equal when
\begin{equation}
kT^*=\frac{\hbar\omega}{2},\qquad
T^*=\frac{25.0\ \text{meV}}{0.086173\ \text{meV/K}}\approx 290\ \text{K}.
\end{equation}
In general $T^*$ is 5.80 K for each meV of the quantum. At 300 K the thermal energy is 25.85 meV, so a 50 meV mode at room temperature sits almost at its crossover.

No sudden change occurs at $T^*$. To see what is special about it, compare $U$ with the larger of its two limits. Below $T^*$, where $x>1$, the larger limit is $\hbar\omega/2$ and the ratio is $\coth x$. This falls towards 1 as $x$ grows. Above $T^*$, where $x<1$, the larger limit is $kT$ and the ratio is $x\coth x$. Its derivative is
\begin{equation}
\frac{d}{dx}(x\coth x)=\coth x-\frac{x}{\sinh^2x}
=\frac{\tfrac12\sinh 2x-x}{\sinh^2x}>0,
\end{equation}
because $\sinh 2x>2x$ for positive $x$. The ratio thus rises with $x$ up to $x=1$ and falls beyond it. Its maximum lies at $T^*$, where neither limit is a good description. A scan of explicit level sums in half-kelvin steps places this maximum at 290.0 K.

The maximum ratio is $\coth1=1.313$, so the mean energy at $T^*$ is $1.313\times25.0=32.8$ meV. The mean number of phonons follows from $U=(\bar n+\tfrac12)\hbar\omega$:
\begin{equation}
\bar n=\frac{32.83}{50.0}-\frac12\approx0.157 .
\end{equation}
For this geometric distribution the ground-state probability is $1-e^{-2x}=1/(1+\bar n)$, or about 86\% at $T^*$. The mode is still mostly in its ground state. The crossover means that the classical energy has caught up with the zero-point energy. It does not mean that quantum effects have become small.

\subsection*{(b) The width of the multiphonon band}

Let $Q$ be the dimensionless coordinate and $P$ its momentum, with $[Q,P]=i$. The vibrational Hamiltonians before and after the transition are
\begin{equation}
H_i=\frac{\hbar\omega}{2}(P^2+Q^2),\qquad
H_f=\frac{\hbar\omega}{2}\left[P^2+(Q+\sqrt{2S})^2\right].
\end{equation}
The electronic energies are left out of both. Subtracting, the kinetic terms and $Q^2$ cancel:
\begin{equation}
G=H_f-H_i=E_r+\hbar\omega\sqrt{2S}\,Q,
\qquad E_r=S\hbar\omega. \label{gap}
\end{equation}
Here $E_r$ is the relaxation energy: the energy released when the atoms move from the old equilibrium position to the new one in the final potential. For $S=10$ it is 500 meV.

A transition from the initial state $|i_n\rangle$ to the final state $|f_m\rangle$ changes the vibrational energy by $\varepsilon=E_m-E_n$. With constant electronic coupling its weight is $p_n|\langle f_m|i_n\rangle|^2$, where $p_n$ is the thermal probability of $|i_n\rangle$. These weights form the multiphonon band. For a fixed initial state, completeness of the final states gives the first two moments:
\begin{align}
\sum_m|\langle f_m|i_n\rangle|^2(E_m-E_n)
&=\langle i_n|(H_f-E_n)|i_n\rangle=\langle i_n|G|i_n\rangle,\\
\sum_m|\langle f_m|i_n\rangle|^2(E_m-E_n)^2
&=\langle i_n|(H_f-E_n)^2|i_n\rangle=\langle i_n|G^2|i_n\rangle.
\end{align}
The last step of each line uses $H_i|i_n\rangle=E_n|i_n\rangle$, hence $(H_f-E_n)|i_n\rangle=G|i_n\rangle$. In the second line this replacement is made once on the right and once, by Hermitian conjugation, on the left.

The thermal average of $Q$ vanishes by symmetry, so the mean of $\varepsilon$ is $E_r$. For the variance we need $\langle Q^2\rangle$. Writing $Q=(a+a^\dagger)/\sqrt2$, where $a$ lowers $n$ by one, gives
\begin{equation}
\langle i_n|Q^2|i_n\rangle
=\tfrac12\langle i_n|aa^\dagger+a^\dagger a|i_n\rangle
=\tfrac12\left[(n+1)+n\right]=n+\tfrac12 .
\end{equation}
The terms $a^2$ and $(a^\dagger)^2$ drop out because they change $n$. The thermal average is $\langle Q^2\rangle=U/\hbar\omega$, and Eq.~\eqref{gap} yields
\begin{equation}
\sigma^2=(\hbar\omega)^2\,2S\,\frac{U}{\hbar\omega}
=2E_rU=S(\hbar\omega)^2\coth x. \label{var}
\end{equation}

In the classical description $Q$ has the Boltzmann distribution $e^{-\alpha Q^2/2}$, with $\alpha=\hbar\omega/(kT)$. Since $\int e^{-\alpha Q^2/2}dQ=\sqrt{2\pi/\alpha}$,
\begin{equation}
\langle Q^2\rangle_{\rm cl}
=-2\frac{d}{d\alpha}\ln\sqrt{\frac{2\pi}{\alpha}}
=\frac1\alpha=\frac{kT}{\hbar\omega}.
\end{equation}
The classical variance is therefore $\sigma_{\rm cl}^2=2E_rkT$, and
\begin{equation}
\frac{\sigma^2}{\sigma_{\rm cl}^2}=\frac{U}{kT}=x\coth x. \label{ratio}
\end{equation}
The criterion found for the energy of the oscillator thus applies directly to the squared width of the band, whatever the value of $S$.

At $T^*$ the squared width is 31\% above its classical value. For $S=10$ the standard deviations are
\begin{align}
\sigma&=\sqrt{2\times500\times32.83}\ \text{meV}\approx181\ \text{meV},\\
\sigma_{\rm cl}&=\sqrt{2\times500\times25.0}\ \text{meV}\approx158\ \text{meV}.
\end{align}
The width itself is larger by about 15\%, since $\sqrt{1.313}=1.146$.

Two limits show how the discrepancy behaves. On cooling, $\sigma^2$ tends to $S(\hbar\omega)^2$: zero-point motion keeps the band broad, whereas the classical width shrinks to zero. On heating, $x$ is small and
\begin{equation}
x\coth x=\frac{x\cosh x}{\sinh x}
\approx\frac{1+x^2/2}{1+x^2/6}\approx1+\frac{x^2}{3},
\qquad x=\frac{T^*}{T}. \label{series}
\end{equation}
The excess falls as $1/T^2$ to leading order. Setting $x^2/3=0.10$ gives $x=0.548$ and $T\approx530$ K; the full expression gives 524 K. A squared width within 10\% of the classical value therefore needs a temperature about 1.8 times $T^*$.

\subsection*{(c) The transition rate}

The rate depends on the part of the band that conserves total energy. When the minima of the two total potentials are level, the vibrational energy must not change, so $\varepsilon=0$. This point lies $E_r=500$ meV below the centre of the band, which is 3.2 classical standard deviations at $T^*$ and 2.7 at 400 K. The width alone does not settle the rate there.

Consider first the classical rate. In a sudden transition the atoms keep their position and momentum, so energy is conserved where $G=0$. From Eq.~\eqref{gap},
\begin{equation}
Q_c=-\frac{S\hbar\omega}{\hbar\omega\sqrt{2S}}=-\sqrt{\frac S2},
\qquad
\frac{\hbar\omega}{2}Q_c^2=\frac{S\hbar\omega}{4}=\frac{E_r}{4}.
\end{equation}
The crossing is 125 meV above the minimum. The probability density of $Q$ at the crossing, divided by the slope $|dG/dQ|=\hbar\omega\sqrt{2S}$, is the probability per unit energy of finding $G=0$:
\begin{equation}
F_{\rm cl}(0)=\sqrt{\frac{\hbar\omega}{2\pi kT}}\,
\frac{e^{-E_r/(4kT)}}{\hbar\omega\sqrt{2S}}
=\frac{e^{-E_r/(4kT)}}{\sqrt{4\pi E_rkT}} .
\end{equation}

In the quantum description the two frequencies are equal, so the band is a comb of lines spaced by $\hbar\omega$. The line at $\varepsilon=0$ joins states with the same quantum number and has the weight
\begin{equation}
W_0=\sum_{n=0}^{\infty}p_n|\langle f_n|i_n\rangle|^2 .
\end{equation}
In a solid, coupling to other vibrations broadens the lines. We assume that the broadening is comparable with the spacing $\hbar\omega$, so that the comb becomes smooth, and estimate the density at $\varepsilon=0$ as $W_0/\hbar\omega$. This estimate is rough: the exact density depends on the width and shape of the broadened lines, and the relaxation energy of the other vibrations is left out. At $T^*$, spreading the same relaxation energy over a Gaussian distribution of mode quanta with a standard deviation of 10 meV around 50 meV changes the density by less than 2\%, and a spread of 6 meV raises it by about 20\%. Gaussian lines with standard deviations of 25 and 50 meV raise it by about 10\% and 50\%. Lorentzian lines of half-width 25 meV raise it threefold, because their tails reach $\varepsilon=0$ from the strong lines nearer the centre. Lines much narrower than their spacing would give a higher density at exact resonance, and the comparison below would not apply. Fermi's golden rule multiplies the quantum and the classical density by the same factor, $2\pi/\hbar$ times the squared electronic coupling. The ratio of the rates is then $W_0/W_{\rm cl}$, with
\begin{equation}
W_{\rm cl}=\hbar\omega F_{\rm cl}(0)
=\frac{\hbar\omega\,e^{-E_r/(4kT)}}{\sqrt{4\pi E_rkT}} .
\end{equation}
At $T^*$ the classical weight is
\begin{equation}
W_{\rm cl}=\frac{50\,e^{-125/25}}{\sqrt{4\pi\times500\times25}}
\approx8.5\times10^{-4}.
\end{equation}
The quantum sum was evaluated from the eigenstates of the displaced oscillator and agrees with overlaps of the wavefunctions computed on a grid. It gives $W_0\approx1.37\times10^{-3}$ at $T^*$. In this estimate the quantum rate is about 1.6 times the classical one.

The table collects five temperatures: $T^*/2$, $T^*$, 400 K, $2T^*$ and $4T^*$. The value 400 K is a round elevated temperature for a bias-stress test.

\begin{center}
\begin{tabular}{rrrrrr}
\hline
$T$ (K) & $kT$ (meV) & $\sigma^2/\sigma_{\rm cl}^2$ & $10^3W_0$ & $10^3W_{\rm cl}$ & $W_0/W_{\rm cl}$\\
\hline
145 & 12.5 & 2.07 & 0.126 & 0.0081 & 15.5\\
290 & 25.0 & 1.31 & 1.37 & 0.850 & 1.61\\
400 & 34.5 & 1.17 & 3.51 & 2.86 & 1.23\\
580 & 50.0 & 1.08 & 7.92 & 7.32 & 1.08\\
1160 & 100.0 & 1.02 & 18.3 & 18.1 & 1.015\\
\hline
\end{tabular}
\end{center}

On heating, both ratios approach 1. At 400 K the classical rate is still too low, by a factor of 1.23. The row at 1160 K displays the mathematical limit of the model; it is not a device temperature.

On cooling, the classical rate fails badly. Its exponential factor goes to zero with the temperature, but $W_0$ does not. In the limit $T\to0$ just the ground state contributes, and its overlap with the displaced ground state is
\begin{align}
\langle f_0|i_0\rangle
&=\frac1{\sqrt\pi}\int_{-\infty}^{\infty}
e^{-Q^2/2-(Q+\sqrt{2S})^2/2}\,dQ\nonumber\\
&=\frac{e^{-S/2}}{\sqrt\pi}\int_{-\infty}^{\infty}
e^{-(Q+\sqrt{S/2})^2}dQ=e^{-S/2}.
\end{align}
The second line completes the square: $Q^2+\sqrt{2S}\,Q+S=(Q+\sqrt{S/2})^2+S/2$. Hence $W_0\to e^{-S}$. This is nuclear tunnelling: the wavefunctions overlap even without enough thermal energy to reach the crossing. In this limit the line at $\varepsilon=0$ is the zero-phonon line at the edge of the band, with a neighbour $S$ times stronger, so $W_0/\hbar\omega$ is no longer a good estimate of a smooth density. The limit also shows that the rate depends on $S$ in a way that the width ratio does not. The factor 1.6 at $T^*$ belongs to $S=10$ and level minima; the same estimate gives 2.3 for $S=20$ and about 5 for $S=40$.

It is tempting to repair the classical rate by using a Gaussian band with the quantum width. At $T^*$ this would give
\begin{equation}
\frac{\hbar\omega}{\sqrt{2\pi}\,\sigma}e^{-E_r^2/(2\sigma^2)}
=\frac{50}{2.507\times181.2}\,e^{-3.81}
\approx2.4\times10^{-3},
\end{equation}
about 1.8 times the computed $W_0$. The Gaussian has the correct mean and variance but the wrong weight this far from the centre.

\subsection*{What this means for a bias-stress measurement}

Suppose rates at 290 K and 400 K are used to extract an activation energy. For two temperatures $T_1<T_2$ it is defined by
\begin{equation}
E_a=\frac{\ln[W(T_2)/W(T_1)]}{1/(kT_1)-1/(kT_2)} .
\end{equation}
The denominator is $1/25.00-1/34.47=0.01099$ meV$^{-1}$. The tabulated weights give
\begin{align}
E_a^{\rm quantum}&=\frac{\ln(3.508/1.367)}{0.01099}\ \text{meV}\approx86\ \text{meV},\\
E_a^{\rm classical}&=\frac{\ln(2.859/0.850)}{0.01099}\ \text{meV}\approx110\ \text{meV}.
\end{align}
The classical value is below the 125 meV barrier because the prefactor of $W_{\rm cl}$ varies as $T^{-1/2}$, which offsets part of the exponential growth. The quantum value is lower still: the rate at the colder end is raised more strongly above its classical value. Reading 86 meV as the height of the crossing would underestimate the barrier of this model by about 30\%. The figure of 86 meV relies on the estimate $W_0/\hbar\omega$ at both temperatures and shifts with the broadening of the lines: it becomes 85 and 74 meV for spreads of the mode quantum of 10 and 6 meV, 82 and 69 meV for Gaussian lines of 25 and 50 meV, and 40 meV for Lorentzian lines of half-width 25 meV. These values refer to one transition between two discrete levels. An activation energy measured on a transistor also reflects the continuum of carrier states, the carrier density and the spread of defect properties, none of which is in this model.

The gate bias also moves the electronic level. If it lowers the final minimum by $\Delta$ relative to the initial one, the energy gap becomes $G-\Delta$. The classical crossing then satisfies $\hbar\omega\sqrt{2S}\,Q_c=-(E_r-\Delta)$, and its height is
\begin{equation}
\frac{\hbar\omega}{2}Q_c^2=\frac{(E_r-\Delta)^2}{4E_r}.
\end{equation}
Bias therefore changes the barrier and the part of the band that is sampled. It changes neither $T^*$ nor Eq.~\eqref{ratio}, since a constant shift of the gap leaves its variance alone. The rate ratios in the table apply to $\Delta=0$. At $T^*$ the corresponding ratio is 1.34 for $\Delta=200$ meV and 0.87 for $\Delta=E_r$, where the classical rate is too high because the quantum band is wider and therefore lower at its centre.

A real oxide has many modes. If they are independent and each is displaced without a change of frequency, their contributions to the gap add, and so do the variances: $\sigma^2=\sum_j2E_{r,j}U_j$. Each mode then has its own crossover, at $kT_j^*=\hbar\omega_j/2$. A single temperature near 290 K is meaningful when nearly all the relaxation energy belongs to modes near 50 meV. For the whole band, the zero-point and classical variances are equal at $kT=\sum_jE_{r,j}\hbar\omega_j/(2\sum_jE_{r,j})$, an average of the half quanta weighted by the relaxation energies. Stiff modes carry a larger share of the zero-point variance than of the relaxation energy. If 20\% of it belongs to modes at 150 meV and the rest to modes at 50 meV, this temperature is already about 406 K. Anharmonic motion or a frequency change on charging would require a new calculation of the band. The values behind the table are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Boltzmann constant: 0.086173 meV/K
Phonon quantum: 50.0 meV
Half quantum (zero-point energy): 25.0 meV
Crossover temperature T*: 290.1 K
Crossover temperature per meV of quantum: 5.802 K/meV
Largest-deviation temperature from level sums: 290.0 K
Thermal energy at 300 K: 25.85 meV
Mean phonon number at T*: 0.1565 (no unit)
Mean mode energy at T*: 32.83 meV
Mean energy / classical energy at T*: 1.3130
Huang-Rhys factor: 10.0 (no unit)
Relaxation energy: 500.0 meV
Classical barrier: 125.0 meV
Quantum band standard deviation at T*: 181.2 meV
Classical band standard deviation at T*: 158.1 meV
Temperature for 10% squared-width excess: 524.4 K
Rows: T, kT, squared-width ratio, W0, classical W, rate ratio
145.1 K; 12.50 meV; 2.0746; 1.2563e-04; 8.0999e-06; 15.510
290.1 K; 25.00 meV; 1.3130; 1.3672e-03; 8.5004e-04; 1.608
400.0 K; 34.47 meV; 1.1695; 3.5076e-03; 2.8591e-03; 1.227
580.2 K; 50.00 meV; 1.0820; 7.9179e-03; 7.3225e-03; 1.081
1160.5 K; 100.00 meV; 1.0207; 1.8343e-02; 1.8072e-02; 1.015
\end{verbatim}
